# Adsorbate Volume in a Swelling Porous Film from Lorentz-Lorenz Additivity: verification in Python

```python
"""
Result under test: liquid-equivalent adsorbate volume per initial film volume
    v = [B(n) d - B(n0) d0] / [B(na) d0],   B(n) = (n^2 - 1)/(n^2 + 2)
n0, d0 : refractive index and thickness of the film with empty pores
n,  d  : the same quantities while the film holds adsorbate
na     : refractive index of the bulk liquid adsorbate
The film is laterally clamped, so d/d0 is also its volume ratio.
Microscopic checks use point dipoles, polarizabilities in bohr^3 and
Gaussian-form atomic units; the Lorentz factor is not put in by hand.
"""
import itertools
from functools import lru_cache
import numpy as np
from scipy.special import erfc
from scipy.optimize import fsolve
from scipy.integrate import quad


def B_eps(eps):
    return (eps - 1) / (eps + 2)


def B(n):
    return B_eps(n**2)


def adsorbate_volume(n0, d0, n, d, na):
    return (B(n) * d - B(n0) * d0) / (B(na) * d0)


@lru_cache(maxsize=None)
def dipole_table(grid):
    """Ewald dipole tensors for a unit periodic cube, zero mean-field part."""
    kappa = 5.0
    sep = np.array(list(itertools.product(range(grid), repeat=3))) / grid
    sep = sep - np.round(sep)
    T = np.zeros((len(sep), 3, 3))
    for image in itertools.product((-1, 0, 1), repeat=3):
        r = sep + np.array(image)
        dist = np.linalg.norm(r, axis=1)
        ok = dist > 1e-10
        r, s = r[ok], dist[ok]
        gauss = 2 * kappa / np.sqrt(np.pi) * np.exp(-(kappa * s)**2) / s**2
        radial = erfc(kappa * s) / s**3 + gauss
        tensor = 3 * erfc(kappa * s) / s**5 + gauss * (2 * kappa**2 + 3 / s**2)
        T[ok] += (tensor[:, None, None] * r[:, :, None] * r[:, None, :]
                  - radial[:, None, None] * np.eye(3))
    m = np.array([q for q in itertools.product(range(-9, 10), repeat=3)
                  if any(q)])
    k = 2 * np.pi * m
    k2 = np.sum(k**2, axis=1)
    weight = np.exp(-k2 / (4 * kappa**2)) / k2
    kk = (k[:, :, None] * k[:, None, :]).reshape(-1, 9)
    T -= 4 * np.pi * ((np.cos(sep @ k.T) * weight) @ kk).reshape(-1, 3, 3)
    T[0] += 4 * kappa**3 / (3 * np.sqrt(np.pi)) * np.eye(3)
    return T


def lattice_eps(sites, alpha, grid, volume):
    """Mean permittivity from the solved dipoles in a periodic cube."""
    sites = np.asarray(sites)
    alpha = np.asarray(alpha, dtype=float)
    diff = (sites[:, None, :] - sites[None, :, :]) % grid
    index = (diff[..., 0] * grid + diff[..., 1]) * grid + diff[..., 2]
    N = len(sites)
    T = dipole_table(grid)[index] / volume
    T = T.transpose(0, 2, 1, 3).reshape(3 * N, 3 * N)
    matrix = np.diag(np.repeat(1 / alpha, 3)) - T
    p = np.linalg.solve(matrix, np.tile(np.eye(3), (N, 1)))
    total = p.reshape(N, 3, 3).sum(axis=0)
    return 1 + 4 * np.pi * np.trace(total) / (3 * volume)


# Cubic arrangements: molecule count and liquid volume are known beforehand
cell0, swell, alpha_ads, liquid_vol = 400.0, 1.05, 8.0, 120.0
fcc = [(0, 0, 0), (0, 1, 1), (1, 0, 1), (1, 1, 0)]
n_liq = np.sqrt(lattice_eps(fcc, [alpha_ads] * 4, 2, 4 * liquid_vol))
v_count = liquid_vol / cell0
print("DIPOLE LATTICE TEST")
print(f"initial cell volume = {cell0:.0f} bohr^3")
print(f"volume ratio after swelling = {swell:.2f}")
print(f"adsorbate polarizability = {alpha_ads:.0f} bohr^3")
print(f"liquid volume per molecule = {liquid_vol:.0f} bohr^3")
print(f"liquid index from dipoles = {n_liq:.4f}")
print(f"v from molecule count = {v_count:.4f}")
for alpha_skel in (20.0, 12.0):
    e0 = lattice_eps([(0, 0, 0)], [alpha_skel], 2, cell0)
    e1 = lattice_eps([(0, 0, 0), (1, 1, 1)], [alpha_skel, alpha_ads],
                     2, cell0 * swell)
    additive = 4*np.pi/3 * (alpha_skel + alpha_ads) / (cell0 * swell)
    assert abs(B_eps(e1) - additive) < 1e-8
    v_lat = adsorbate_volume(np.sqrt(e0), 1.0, np.sqrt(e1), swell, n_liq)
    v_fixed = adsorbate_volume(np.sqrt(e0), 1.0, np.sqrt(e1), 1.0, n_liq)
    assert abs(v_lat - v_count) < 1e-7
    assert abs(v_fixed - v_count) > 0.03
    print(f"skeleton polarizability {alpha_skel:.0f} bohr^3: "
          f"n0 = {np.sqrt(e0):.4f}, n = {np.sqrt(e1):.4f}")
    print(f"  v = {v_lat:.4f}; swelling ignored: {v_fixed:.4f}")

# Worked example: round values in the regime of a porous organosilicate film
n0, d0, na = 1.33, 200.0, 1.49
states = {"partly filled": (1.40, 199.0), "saturated": (1.45, 203.0)}
print("WORKED EXAMPLE")
print(f"n0 = {n0:.3f}, d0 = {d0:.1f} nm, liquid index = {na:.3f}")
print(f"B(n0) = {B(n0):.5f}, B(liquid) = {B(na):.5f}")
for name, (n, d) in states.items():
    v = adsorbate_volume(n0, d0, n, d, na)
    v_fixed = adsorbate_volume(n0, d0, n, d0, na)
    assert abs((v_fixed - v) + B(n) / B(na) * (d / d0 - 1)) < 1e-12
    print(f"{name}: n = {n:.3f}, d = {d:.1f} nm, B(n) = {B(n):.5f}")
    print(f"  B(n)d = {B(n)*d:.3f} nm, B(n0)d0 = {B(n0)*d0:.3f} nm")
    print(f"  v = {v:.4f}, liquid thickness = {v*d0:.2f} nm")
    print(f"  fraction of present volume = {v*d0/d:.4f}")
    print(f"  v with thickness change ignored = {v_fixed:.4f}")
n, d = states["saturated"]
v = adsorbate_volume(n0, d0, n, d, na)
strain = d / d0 - 1


# Two-state inversion for initial porosity and skeleton permittivity
def mix_lorentz(es, ep, f):
    b = (1 - f) * B_eps(es) + f * B_eps(ep)
    return (1 + 2 * b) / (1 - b)


def mix_garnett(es, ep, f):
    x = f * (ep - es) / (ep + 2 * es)
    return es * (1 + 2 * x) / (1 - x)


def mix_bruggeman(es, ep, f):
    b = (2 - 3 * f) * es + (3 * f - 1) * ep
    return (b + np.sqrt(b * b + 8 * es * ep)) / 4


def invert(rule):
    def residual(u):
        f0, es = u
        f = 1 - (1 - f0) * d0 / d
        return [rule(es, 1.0, f0) - n0**2, rule(es, na**2, f) - n**2]
    u, info, flag, message = fsolve(residual, [0.22, 2.07],
                                    xtol=1e-12, full_output=True)
    assert np.max(np.abs(residual(u))) < 1e-9, message
    f0, es = u
    filled_fraction = 1 - (1 - f0) * d0 / d
    return f0, np.sqrt(es), filled_fraction * d / d0


print("MIXING RULE, SATURATED STATE, FULL PORES, FIXED SKELETON VOLUME")
found = {}
for name, rule in (("Lorentz-Lorenz", mix_lorentz),
                   ("Bruggeman", mix_bruggeman),
                   ("Maxwell Garnett, skeleton host", mix_garnett)):
    f0, ns, v_rule = invert(rule)
    found[name] = (f0, ns, v_rule)
    print(f"{name}: v = {v_rule:.4f}")
    print(f"  initial porosity = {f0:.4f}, skeleton index = {ns:.4f}")
f_ll, ns_ll, v_ll = found["Lorentz-Lorenz"]
v_br = found["Bruggeman"][2]
v_mg = found["Maxwell Garnett, skeleton host"][2]
assert abs(v_ll - v) < 1e-8
assert abs(f_ll - (v - strain)) < 1e-8
assert v_ll < v_br < v_mg

# Porous dipole supercell: additivity is approximate here
grid = 6
all_sites = np.array(list(itertools.product(range(grid), repeat=3)))
a_skel, a_liq = (3 * B(x) / (4 * np.pi) for x in (ns_ll, na))
compact = np.all(all_sites < 4, axis=1)
true_v = compact.sum() / len(all_sites)


def supercell_v(pore):
    e0 = lattice_eps(all_sites[~pore], np.full((~pore).sum(), a_skel),
                     grid, grid**3)
    e1 = lattice_eps(all_sites, np.where(pore, a_liq, a_skel),
                     grid, grid**3 * (1 + strain))
    return adsorbate_volume(np.sqrt(e0), 1, np.sqrt(e1), 1 + strain, na)


v_compact = supercell_v(compact)
rng = np.random.default_rng(7)
v_scattered = np.mean([supercell_v(rng.permutation(compact))
                       for _ in range(4)])
for value in (v_compact, v_scattered):
    assert -0.15 < value / true_v - 1 < 0
print("POROUS DIPOLE SUPERCELL")
print(f"sites = {len(all_sites)}, pore sites = {compact.sum()}")
print(f"v from count = {true_v:.4f}")
print(f"v from formula, compact pore = {v_compact:.4f} "
      f"({100*(v_compact/true_v-1):.1f} %)")
print(f"v from formula, scattered = {v_scattered:.4f} "
      f"({100*(v_scattered/true_v-1):.1f} %)")


# Sensitivities of v and effects of assumed measurement errors
def B_slope(x):
    return 6 * x / (x**2 + 2)**2


args = np.array([n0, d0, n, d, na])
slopes = np.array([-B_slope(n0) / B(na), -B(n) * d / (d0**2 * B(na)),
                   B_slope(n) * d / (d0 * B(na)), B(n) / (d0 * B(na)),
                   -v * B_slope(na) / B(na)])
for i in range(5):
    step = np.zeros(5)
    step[i] = 1e-5 * args[i]
    numeric = (adsorbate_volume(*(args + step))
               - adsorbate_volume(*(args - step))) / (2 * step[i])
    assert abs(numeric - slopes[i]) < 1e-7
errors = np.array([0.002, 0.3, 0.002, 0.3, 0.002])
print("MEASUREMENT ERRORS, SATURATED STATE")
for name, unit, error, slope in zip(("n0", "d0", "n", "d", "liquid index"),
                                   ("", " nm", "", " nm", ""),
                                   errors, slopes):
    print(f"{name} +{error:.3f}{unit}: change of v = {error*slope:+.5f}")
print("independent errors combined: "
      f"{np.sqrt(np.sum((errors*slopes)**2)):.4f}")

# Local-field anisotropy if an isotropic pair distribution is stretched
ratio = 1 + strain
Nz = quad(lambda u: ratio / (2 * (1+u) * (ratio**2+u)**1.5), 0, np.inf,
          epsabs=1e-12)[0]
Nx = quad(lambda u: ratio / (2 * (1+u)**2 * np.sqrt(ratio**2+u)), 0, np.inf,
          epsabs=1e-12)[0]
shell = quad(lambda c: (3*c*c-1) * 0.5 * np.log(1-c*c+c*c/ratio**2),
             -1, 1, epsabs=1e-12)[0] / 2
assert abs(Nz - (1/3 + shell)) < 1e-8 and abs(2*Nx + Nz - 1) < 1e-8


def v_anisotropic(N):
    B_film = (n*n - 1) / (3 * (1 + N * (n*n - 1)))
    return (B_film * d - B(n0) * d0) / (B(na) * d0)


print("OTHER NEGLECTED EFFECTS, SATURATED STATE")
print(f"local-field factors: in plane {Nx:.5f}, normal {Nz:.5f}")
print(f"change of v: in-plane index {v_anisotropic(Nx)-v:+.5f}, "
      f"normal index {v_anisotropic(Nz)-v:+.5f}")
density_ratio = 0.95
print(f"pore liquid at {density_ratio:.2f} of bulk density: "
      f"occupied volume = {v/density_ratio:.4f}")
dn_dT, dT = -6e-4, 5.0
v_warm = adsorbate_volume(n0, d0, n, d, na + dn_dT * dT)
print(f"liquid index slope {dn_dT:.1e} /K (rough), error {dT:.0f} K: "
      f"change of v = {v_warm-v:+.5f}")
outer = 0.5
n_outer_v = outer / d0
print(f"external liquid layer {outer:.1f} nm counted as pore liquid: "
      f"{n_outer_v:+.5f}")
print("success")
```

Running it gives:

```
DIPOLE LATTICE TEST
initial cell volume = 400 bohr^3
volume ratio after swelling = 1.05
adsorbate polarizability = 8 bohr^3
liquid volume per molecule = 120 bohr^3
liquid index from dipoles = 1.4705
v from molecule count = 0.3000
skeleton polarizability 20 bohr^3: n0 = 1.3397, n = 1.4705
  v = 0.3000; swelling ignored: 0.2500
skeleton polarizability 12 bohr^3: n0 = 1.1963, n = 1.3219
  v = 0.3000; swelling ignored: 0.2643
WORKED EXAMPLE
n0 = 1.330, d0 = 200.0 nm, liquid index = 1.490
B(n0) = 0.20401, B(liquid) = 0.28912
partly filled: n = 1.400, d = 199.0 nm, B(n) = 0.24242
  B(n)d = 48.242 nm, B(n0)d0 = 40.802 nm
  v = 0.1287, liquid thickness = 25.73 nm
  fraction of present volume = 0.1293
  v with thickness change ignored = 0.1329
saturated: n = 1.450, d = 203.0 nm, B(n) = 0.26874
  B(n)d = 54.554 nm, B(n0)d0 = 40.802 nm
  v = 0.2378, liquid thickness = 47.56 nm
  fraction of present volume = 0.2343
  v with thickness change ignored = 0.2239
MIXING RULE, SATURATED STATE, FULL PORES, FIXED SKELETON VOLUME
Lorentz-Lorenz: v = 0.2378
  initial porosity = 0.2228, skeleton index = 1.4380
Bruggeman: v = 0.2525
  initial porosity = 0.2375, skeleton index = 1.4368
Maxwell Garnett, skeleton host: v = 0.2561
  initial porosity = 0.2411, skeleton index = 1.4366
POROUS DIPOLE SUPERCELL
sites = 216, pore sites = 64
v from count = 0.2963
v from formula, compact pore = 0.2768 (-6.6 %)
v from formula, scattered = 0.2877 (-2.9 %)
MEASUREMENT ERRORS, SATURATED STATE
n0 +0.002: change of v = -0.00389
d0 +0.300 nm: change of v = -0.00142
n +0.002: change of v = +0.00363
d +0.300 nm: change of v = +0.00139
liquid index +0.002: change of v = -0.00083
independent errors combined: 0.0057
OTHER NEGLECTED EFFECTS, SATURATED STATE
local-field factors: in plane 0.33531, normal 0.32937
change of v: in-plane index -0.00150, normal index +0.00302
pore liquid at 0.95 of bulk density: occupied volume = 0.2503
liquid index slope -6.0e-04 /K (rough), error 5 K: change of v = +0.00125
external liquid layer 0.5 nm counted as pore liquid: +0.00250
success
```
